# Screened-Coulomb scattering angles from a tabulated momentum-transfer ratio

In a model calculation for 11 eV electrons striking argon atoms, the uniform random number \(R=0.25\) is turned into a scattering angle of about \(41^\circ\). Isotropic scattering would have turned the same number into \(60^\circ\). All that was known about the angles was one table entry: the momentum-transfer cross section is 0.711 of the total elastic one. How does one ratio fix an angle for every random number, and how far can that angle be trusted?

## What the ratio says

Let \(\chi\) be the scattering angle, \(x=\cos\chi\), and \(p(x)\) the probability density of \(x\) on \((-1,1)\). Scattering is assumed elastic and symmetric about the incident direction. An electron deflected by \(\chi\) loses the fraction \(1-x\) of its forward momentum, and the momentum-transfer cross section \(\sigma_m\) weights each collision with this fraction:

\[
\rho\equiv\frac{\sigma_m}{\sigma}=\int_{-1}^{1}(1-x)\,p(x)\,dx=1-m,\qquad m\equiv\langle x\rangle .
\]

The entry 0.711 therefore says \(m=0.289\), and nothing else. Here \(\sigma\) must be the integrated *elastic* cross section. If inelastic channels were added to the denominator, \(\rho\) would come out too small and the scattering too forward.

One number cannot determine a function, so a family of densities with one parameter is needed.

## The family

Take a screened Coulomb (Yukawa) potential \(V(r)=-A e^{-\mu r}/r\), in Hartree atomic units. In the first Born approximation the amplitude at momentum transfer \(q\) is

\[
f(q)=-\frac{2}{q}\int_0^\infty rV(r)\sin(qr)\,dr
=\frac{2A}{q}\,\frac{q}{q^2+\mu^2}=\frac{2A}{q^2+\mu^2}.
\]

For wave number \(k\), elastic scattering gives \(q^2=2k^2(1-x)\). Hence

\[
|f|^2\propto\frac{1}{(2k^2+\mu^2-2k^2x)^2}\propto\frac{1}{(1-\xi x)^2},\qquad
\xi=\frac{2k^2}{2k^2+\mu^2}.
\]

The strength \(A\) has dropped out. Since \(\int_{-1}^{1}(1-\xi x)^{-2}dx=\frac1\xi\left[\frac1{1-\xi}-\frac1{1+\xi}\right]=\frac{2}{1-\xi^2}\), the normalised density is

\[
p(x)=\frac{1-\xi^2}{2(1-\xi x)^2},\qquad -1<\xi<1 .
\]

At \(\xi=0\) it is isotropic; as \(\xi\to1\) it gathers in the forward direction. The Born formula yields \(0\le\xi<1\). Negative \(\xi\) mirrors the density and favours backward angles; it is a continuation of the formula, not a Yukawa result.

## One table entry by hand

**Finding \(\xi\).** Expand \((1-\xi x)^{-2}=\sum_n (n+1)\xi^n x^n\), multiply by \(x\) and integrate. Odd powers of \(x\) vanish, and \(\int_{-1}^1x^{n+1}dx=2/(n+2)\) for odd \(n\), so

\[
m=(1-\xi^2)\left(\tfrac23\xi+\tfrac45\xi^3+\tfrac67\xi^5+\tfrac89\xi^7+\dots\right)
=\tfrac23\xi+\tfrac2{15}\xi^3+\tfrac2{35}\xi^5+\tfrac2{63}\xi^7+\dots
\]

The first term alone gives \(\xi\approx\frac32(0.289)=0.434\). This is a little too large, because the omitted terms are positive. Two lower trials, including the next term \(\frac{2}{99}\xi^9\), give

\[
m(0.40)=0.27584,\qquad m(0.42)=0.29071 .
\]

The target lies between them. A straight line through the two points gives

\[
\xi\approx0.40+0.02\,\frac{0.28900-0.27584}{0.29071-0.27584}=0.4177 .
\]

The fully converged root is 0.41771.

**Finding the angle.** Let \(R\) be the probability that the cosine exceeds \(x\), that is, that the deflection is smaller than \(\chi\). Then

\[
R=\int_x^1p(x')\,dx'=\frac{1-\xi^2}{2\xi}\left[\frac1{1-\xi}-\frac1{1-\xi x}\right].
\]

For \(\xi=0.41771\) the prefactor is 0.98815 and the first term in the bracket is 1.71736. Setting \(R=0.25\),

\[
\frac1{1-\xi x}=1.71736-\frac{0.25}{0.98815}=1.46436,
\]

so \(1-\xi x=0.68289\), \(x=0.7592\) and \(\chi=40.6^\circ\). A quarter of the deflections in this model are smaller than that. In the isotropic case \(R=(1-x)/2\), hence \(x=0.5\) and \(\chi=60^\circ\), the angle in the opening comparison.

## The root in general

**There is one root.** The coefficient of \(\xi^{2n-1}\) in the series for \(m\) is

\[
\frac{2n}{2n+1}-\frac{2n-2}{2n-1}=\frac{2}{(2n-1)(2n+1)}=\frac1{2n-1}-\frac1{2n+1}>0 .
\]

The derivative \(dm/d\xi\) contains even powers of \(\xi\) with positive coefficients, so \(m\) rises throughout \((-1,1)\). At \(\xi\to1\) the coefficients telescope to a sum of 1, and \(m\) is odd. Thus \(m\) runs from \(-1\) to \(1\), and each \(\rho\) with \(0<\rho<2\) has exactly one \(\xi\). Other ratios must be rejected. No nonnegative angular distribution gives a value below 0 or above 2, and the endpoints themselves would require purely forward or purely backward scattering.

**A closed form.** The series converges slowly near \(|\xi|=1\). Put \(y=1-\xi x\), so that \(x=(1-y)/\xi\). The density gives

\[
\langle y\rangle=\frac{1-\xi^2}{2}\int_{-1}^1\frac{dx}{1-\xi x}
=\frac{1-\xi^2}{2\xi}\ln\frac{1+\xi}{1-\xi},
\]

and therefore

\[
m=\frac{1-\langle y\rangle}{\xi}=\frac1\xi-\frac{1-\xi^2}{2\xi^2}\ln\frac{1+\xi}{1-\xi}.
\]

**A better variable.** Set \(\xi=\tanh s\). The logarithm becomes \(2s\), and \((1-\xi^2)/\xi^2=1/\sinh^2s\), so

\[
m=\coth s-\frac{s}{\sinh^2s}=\frac{d}{ds}(s\coth s).
\]

The range of \(s\) is the whole real line, so a forward peak no longer squeezes the root against an endpoint. Two numerical cases need care.

Near \(s=0\), two terms of size \(1/s\) cancel. From \(s\coth s=1+\frac{s^2}{3}-\frac{s^4}{45}+\frac{2s^6}{945}-\dots\), differentiation gives

\[
m=\frac{2s}{3}-\frac{4s^3}{45}+\frac{4s^5}{315}-\dots,
\]

which is used for \(|s|<0.02\).

For large positive \(s\), the small quantity \(\rho=1-m\) would be lost by subtracting from 1. With \(a=e^{-2s}=(1-\xi)/(1+\xi)\), one has \(1-\coth s=-2a/(1-a)\) and \(1/\sinh^2s=4a/(1-a)^2\). Adding the two pieces,

\[
\rho=\frac{4sa-2a(1-a)}{(1-a)^2}\;\longrightarrow\;2a\left(\ln\frac1a-1\right)\qquad(a\to0).
\]

**The search.** For \(\rho>1\), solve for \(2-\rho\) and reverse the sign of \(s\), which is allowed because \(m\) is odd. For \(\rho\le1\), start with the bracket \(0\le s\le1\), double its upper end until the ratio there is no larger than the target, and apply Brent's method.

Six targets between 0.01 and 1.99 were tested by integrating \((1-x)p(x)\) numerically at the recovered \(\xi\). The largest error in \(\rho\) was \(1.4\times10^{-14}\). A second test began with the physics: for \(k=0.8\) and \(\mu=1\) bohr\(^{-1}\), the Yukawa amplitude was transformed numerically and gave \(\rho=0.598251\). The search returned \(\xi=0.561404\), in agreement with \(1.28/2.28\).

**Errors in the table.** Near isotropy \(m\approx2\xi/3\), so \(\delta\xi\approx-\frac32\delta\rho\). Rounding \(\rho\) to three decimals, an error of at most 0.0005, then moves \(\xi\) by at most about 0.00075. In the forward limit the width parameter \(a\) matters more than \(\xi\) itself. Differentiating the limiting formula gives

\[
\frac{\delta a}{a}\approx\frac{\ln(1/a)-1}{\ln(1/a)-2}\,\frac{\delta\rho}{\rho}.
\]

A fixed number of decimals is thus harmful when \(\rho\) is small: an error of 0.0005 in \(\rho=0.005\) is already 10%, and the relative error of \(a\) is larger still. Such a table needs significant figures.

## The sampler in general

In the expression for \(R\), combine the two fractions:

\[
\frac1{1-\xi}-\frac1{1-\xi x}=\frac{\xi(1-x)}{(1-\xi)(1-\xi x)},
\qquad
R=\frac{(1+\xi)(1-x)}{2(1-\xi x)} .
\]

The division by \(\xi\) has gone. Clearing the denominator gives \(2R-2R\xi x=(1+\xi)-(1+\xi)x\), and hence

\[
x=\frac{1+\xi-2R}{1+\xi-2R\xi}=1-\frac{2R(1-\xi)}{1+\xi-2R\xi}.
\]

Divide numerator and denominator of the last fraction by \(1+\xi\), using \(2\xi/(1+\xi)=1-a\):

\[
x=1-\frac{2aR}{1-R(1-a)} .
\]

With \(D=1-R(1-a)\), this means \(1-x=2aR/D\) and \(1+x=2(1-R)/D\). Their quotient is

\[
\tan^2\frac{\chi}{2}=a\,\frac{R}{1-R}.
\]

The meaning of \(a\) is now plain: it rescales the isotropic value of \(\tan^2(\chi/2)\). For the 11 eV entry \(a=0.41072\), and \(R=0.25\) gives \(\tan^2(\chi/2)=0.41072/3=0.1369\), again \(40.6^\circ\). The median deflection, at \(R=\frac12\), satisfies \(\tan(\chi/2)=\sqrt a\). The azimuth is drawn separately and uniformly from 0 to \(2\pi\).

## A table for argon

The ratios come from a calculation on a free argon atom. The electron moves in

\[
V=V_s+\tfrac12\left[E-V_s-\sqrt{(E-V_s)^2+4\pi n}\right]-\frac{\alpha}{2(r^2+d^2)^2}.
\]

Here \(E\) is the collision energy, \(n\) is the restricted Hartree–Fock electron density in the aug-cc-pVQZ basis, and \(V_s\) is the electrostatic potential energy of the incoming electron in the field of the nucleus and this density. The second term is the Furness–McCarthy local exchange potential. The third is a polarisation model with the computed Hartree–Fock polarisability \(\alpha=10.708\) bohr³ and a chosen cutoff \(d=1.5\) bohr. The polarisability was obtained at a finite field of 0.005 atomic units; the zero-field value in the same basis is about 0.003 bohr³ lower.

The potential produces phase shifts \(\delta_l\), and \(f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(x)\). Orthogonality of the Legendre polynomials gives

\[
\sigma=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l
=\frac{4\pi}{k^2}\sum_l(l+1)\left(\sin^2\delta_l+\sin^2\delta_{l+1}\right),
\]

because each \(\sin^2\delta_l\) in the second sum is counted \((l+1)+l\) times. In \(\sigma m=2\pi\int x|f|^2dx\), the factor \(x\) couples neighbouring waves through \(\int xP_lP_{l+1}dx=2(l+1)/[(2l+1)(2l+3)]\), so

\[
\sigma m=\frac{4\pi}{k^2}\sum_l(l+1)\,2\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).
\]

In the difference \(\sigma-\sigma m\), each bracket is \(|e^{i\delta_l}\sin\delta_l-e^{i\delta_{l+1}}\sin\delta_{l+1}|^2\). Since \(e^{i\delta}\sin\delta=(e^{2i\delta}-1)/2i\), this equals \(\sin^2(\delta_l-\delta_{l+1})\), and

\[
\sigma_m=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\]

With cross sections in \(10^{-16}\) cm², the results are:

| \(E\) (eV) | \(\sigma\) | \(\sigma_m\) | \(\rho\) | \(\xi\) |
|---|---|---|---|---|
| 3 | 3.71 | 3.15 | 0.849 | 0.224 |
| 5 | 16.98 | 16.49 | 0.971 | 0.043 |
| 7 | 35.52 | 33.30 | 0.937 | 0.094 |
| 9 | 30.38 | 24.97 | 0.822 | 0.263 |
| 11 | 22.89 | 16.27 | 0.711 | 0.418 |

Among these five energies \(\xi\) is smallest at 5 eV, and it is larger on both sides. A Yukawa potential with fixed \(\mu\) cannot do this in the Born approximation, where \(\xi=2k^2/(2k^2+\mu^2)\) grows with energy. For argon \(\xi\) is therefore an effective parameter at each energy, not a measure of one screening length.

## Verifying the mean cosine

At each energy 200,000 cosines were drawn. At 11 eV their mean was 0.2899, with standard error 0.0012, against the required 0.289. The largest deviation in units of the standard error occurred at 9 eV: 0.1757 against 0.178, or 1.8 standard errors. All five means met the test limit of five.

The size of the error can be predicted. From \(y=1-\xi x\) again, \(\langle y^2\rangle=\frac{1-\xi^2}{2}\int_{-1}^1dx=1-\xi^2\) and \(\langle y\rangle=1-\xi m\), so

\[
\langle x^2\rangle=\frac{1-2\langle y\rangle+\langle y^2\rangle}{\xi^2}
=\frac{2\xi m-\xi^2}{\xi^2}=\frac{2m}{\xi}-1 .
\]

At 11 eV this is \(0.578/0.41771-1=0.384\). The standard error is \(\sqrt{(0.384-0.289^2)/200000}=0.0012\), as found. Near isotropy the check is weak in relative terms: at 5 eV the same kind of error, 0.0013, is about 4% of the mean cosine 0.029.

## What the match leaves out

A correct mean cosine secures the mean momentum loss. It also secures the mean recoil loss. An atom of mass \(M\) at rest receives momentum \(q\) and energy \(q^2/2M\); with \(q^2=2P^2(1-x)\) for an electron of momentum \(P\) and mass \(m_e\), the fractional energy loss is \(2(m_e/M)(1-x)\) to leading order in \(m_e/M\). Its mean is \(2(m_e/M)\rho\), or \(2.0\times10^{-5}\) at 11 eV.

The shape is another matter. The model can be compared with the partial-wave distribution from which each ratio came:

| \(E\) (eV) | \(\langle x^2\rangle\), partial waves | \(\langle x^2\rangle\), model |
|---|---|---|
| 3 | 0.292 | 0.347 |
| 5 | 0.417 | 0.334 |
| 7 | 0.579 | 0.336 |
| 9 | 0.658 | 0.352 |
| 11 | 0.674 | 0.384 |

The series for \(m\) shows that \(m/\xi\ge\frac23\), so the model always has \(\langle x^2\rangle\ge\frac13\). The value 0.292 at 3 eV is out of its reach for any \(\xi\). At 5 eV the scattering looks almost isotropic when judged by \(\rho=0.971\), yet its second moment is well above the isotropic \(\frac13\). A ratio near one means balance between forward and backward momentum; it does not establish isotropy.

The consequence for transport can be sized. By the addition theorem for Legendre polynomials, one collision with random azimuth multiplies the second angular moment of a beam by \(\langle P_2\rangle=(3\langle x^2\rangle-1)/2\). At 11 eV this factor is 0.51 for the partial-wave distribution and 0.08 for the model. The fraction lost per collision is then 0.49 against 0.92, so the model removes this moment nearly twice as effectively. The fraction scattered beyond \(90^\circ\), \((1-\xi)/2\) in the model, is closer: 0.291 against 0.335. The angle assigned to a given random number is not close. At 11 eV the values \(R=0.25\), \(0.5\) and \(0.75\) give \(41^\circ\), \(65^\circ\) and \(96^\circ\) in the model, but about \(25^\circ\), \(42^\circ\) and \(134^\circ\) in the partial-wave distribution, which is stronger both forward and backward. The \(41^\circ\) of the opening is therefore a property of the one-parameter family, not of the scattering it stands in for.

Where such differences matter, the remedy is to sample the full differential cross section. The match fixes the mean momentum lost per collision at a given speed. In an applied field, with a collision rate that depends on speed, the mean velocity of many electrons can still depend on the rest of the angular distribution.

## How far the argon numbers reach

Argon is used in sputtering and etching plasmas, where electron temperatures can be a few eV. The table stays below the first excitation threshold, about 11.5 eV, but a real discharge also has faster electrons. For them inelastic collisions need their own cross sections and angular laws, an effect not sized here. Target motion hardly affects the angles: at 300 K the atom's thermal speed is \(4\times10^{-4}\) of that of a 3 eV electron. It does matter for the energy exchanged in a single collision, which it spreads by about 2 meV at 3 eV, while the mean recoil loss is below 0.1 meV.

The scattering potential is the weak point. Measured elastic cross sections of argon peak above 10 eV, whereas the largest entry here is at 7 eV. That entry also depends strongly on the chosen cutoff: with \(d=1.8\) bohr it falls from 35.5 to 19.5, in units of \(10^{-16}\) cm². The table is thus a consistent input for the method, not data for a reactor simulation. With the atom and energies held fixed, changing \(d\) from 1.5 to 1.8 bohr moves \(\xi\) from 0.043 to 0.105 at 5 eV and from 0.418 to 0.385 at 11 eV. Removing polarisation altogether raises the 3 eV value from 0.224 to 0.600. The second moments depend on the cutoff too: with \(d=1.8\) bohr the partial-wave \(\langle x^2\rangle\) at 5 eV falls from 0.417 to 0.335, close to the isotropic value. Nonlocal exchange, dynamic correlation and spin–orbit coupling are also missing.

The largest numerical shifts of \(\xi\) are smaller than the largest shift caused by the cutoff. Replacing the basis by aug-cc-pVTZ shifts \(\xi\) by at most 0.020 over the five energies, and rounding the ratios shifts it by at most 0.0006. The last digits of the cross sections are not converged either: a larger, uncontracted basis raises the polarisability to 10.75–10.76 bohr³, moves the cross sections by up to 1.5%, \(\xi\) by up to 0.004 and the partial-wave \(\langle x^2\rangle\) by up to about 0.003. The third decimal of \(\xi\) describes the inversion of a given table; it carries no such precision about argon. The numerical output lists the remaining values.

## Calculated quantities

```
Yukawa test: k = 0.8 1/bohr, mu = 1.0 1/bohr
Yukawa ratio rho = 0.598251
Yukawa xi recovered, formula: 0.561404, 0.561404
largest ratio error of root search: 1.4e-14
Ar polarisability (HF, QZ basis): 10.708 bohr^3
Ar polarisability (HF, TZ basis): 10.440 bohr^3
polarisation cutoff d = 1.5 bohr
E(eV), sigma and sigma_m (1e-16 cm^2), table ratio:
   3.0    3.709    3.148   0.849
   5.0   16.975   16.490   0.971
   7.0   35.523   33.297   0.937
   9.0   30.379   24.968   0.822
  11.0   22.891   16.273   0.711
E(eV), s, xi, a = exp(-2s):
   3.0   0.22807   0.22420   0.63372
   5.0   0.04351   0.04348   0.91666
   7.0   0.09461   0.09433   0.82760
   9.0   0.26959   0.26324   0.58323
  11.0   0.44492   0.41771   0.41072
samples per energy: 200000
E(eV), 1-rho, sampled mean cosine, standard error:
   3.0    0.151   0.15128   0.00128
   5.0    0.029   0.02961   0.00129
   7.0    0.063   0.06447   0.00129
   9.0    0.178   0.17568   0.00126
  11.0    0.289   0.28994   0.00123
E(eV), mean cos^2 parent, model; backward parent, model:
   3.0  0.2920  0.3470  0.3998  0.3879
   5.0  0.4165  0.3338  0.4505  0.4783
   7.0  0.5793  0.3357  0.4470  0.4528
   9.0  0.6580  0.3524  0.3925  0.3684
  11.0  0.6737  0.3837  0.3351  0.2911
angle at 11 eV for R = 0.25: 40.61 degrees
max xi shift, table rounding: 5.8e-04
max xi shift, TZ instead of QZ: 2.0e-02
max xi shift, doubled radial step: 8.1e-05
max xi shift, lmax 12 instead of 20: 7.0e-05
E(eV), xi with d = 1.8 bohr, xi without polarisation:
   3.0    0.1953    0.6002
   5.0    0.1051    0.4951
   7.0    0.1051    0.3926
   9.0    0.2300    0.3469
  11.0    0.3845    0.3760
electron/argon mass ratio: 1.37e-05
atom (300 K)/electron (3 eV) speed: 4.2e-04
```
